# The absolute-value preconditioner for a shifted Hamiltonian and two-step MINRES

**Q.** I have to solve $(H-\sigma)x=b$ with the shift $\sigma$ inside the spectrum, so the matrix is indefinite. MINRES accepts that, but it wants a positive definite preconditioner, and a positive matrix cannot resemble the inverse of an indefinite one. What is the best such a preconditioner could do?

**A.** Take a finite basis of $n$ functions, with Hermitian Hamiltonian matrix $H$ and positive definite overlap $S$ ($S=1$ in an orthonormal basis). Energies are in rydberg. The eigenvectors are the columns $c_i$ of $C$, with $HC=SC\varepsilon$ and $C^\dagger SC=1$. The system is $Ax=b$ with $A=H-\sigma S$ and real $\sigma$. Put $\lambda_i=\varepsilon_i-\sigma$ and $\Lambda=\mathrm{diag}(\lambda_i)$. I assume that no $\lambda_i$ vanishes, that $p$ of them are negative, and, until rounding comes up, that arithmetic is exact.

From $AC=SC\Lambda$, multiplying on the left by $C^\dagger$ gives $C^\dagger AC=\Lambda$. The normalisation says $C^{-1}=C^\dagger S$, hence $CC^\dagger=S^{-1}$ and

$$A=SC\Lambda C^\dagger S,\qquad A^{-1}=C\Lambda^{-1}C^\dagger .$$

Keep the magnitudes in $A^{-1}$ and drop the signs:

$$T=|H-\sigma|^{-1}\equiv C|\Lambda|^{-1}C^\dagger .$$

It is Hermitian, and $v^\dagger Tv=\sum_i|c_i^\dagger v|^2/|\lambda_i|>0$ for $v\neq0$, because $C^\dagger$ is invertible and the $c_i^\dagger v$ cannot all vanish. Using $C^\dagger SC=1$ in the middle of the product,

$$TA=C|\Lambda|^{-1}\Lambda C^\dagger S=C\Sigma C^{-1},\qquad \Sigma=\mathrm{sign}(\Lambda).$$

So $TA$ has the eigenvalue $-1$ with multiplicity $p$ and $+1$ with multiplicity $n-p$, however widely the $\varepsilon_i$ are spread. Since $\Sigma^2=1$, $(TA)^2=1$, and multiplying that on the right by $A^{-1}$ gives $TAT=A^{-1}$. With this $T$, MINRES ends in at most two steps, and for $0<p<n$ no positive definite preconditioner ends in one step for all $b$.

**Q.** Before the proof: why insist on positivity? $A^{-1}$ itself maps the whole spectrum to $+1$.

**A.** Preconditioned MINRES is defined by a minimisation. With $r_0=b-Ax_0$, the $k$-th iterate is the vector in $x_0+\mathrm{span}\{Tr_0,(TA)Tr_0,\dots,(TA)^{k-1}Tr_0\}$ whose residual $r=b-Ax$ has the smallest $\|r\|_T=(r^\dagger Tr)^{1/2}$. That is a norm when $T$ is positive definite. With $A^{-1}$ in place of $T$ the form is $\sum_i|c_i^\dagger r|^2/\lambda_i$, which for $0<p<n$ is unbounded below and vanishes for some nonzero $r$. Take $r=S(|\lambda_a|^{1/2}c_a+|\lambda_b|^{1/2}c_b)$ with $\lambda_a>0>\lambda_b$: then $c_i^\dagger r$ is $|\lambda_i|^{1/2}$ for $i=a,b$ and 0 otherwise, and the form is $|\lambda_a|/\lambda_a+|\lambda_b|/\lambda_b=1-1=0$. Such a quantity cannot be minimised or used to measure convergence, and an approximation to $A^{-1}$ with the same signs has the same defect.

Positivity also restores a Hermitian problem. Factor $T=LL^\dagger$ with any invertible $L$ and set $\hat A=L^\dagger AL$, $\hat r=L^\dagger r$, so that $\|r\|_T=\|\hat r\|$. Then $TA=L\hat AL^{-1}$, so $TA$ and the Hermitian $\hat A$ share their eigenvalues, and $s(TA)L=Ls(\hat A)$ for a polynomial $s$. An element of the search space is $x=x_0+s(TA)Tr_0$ with $\deg s\le k-1$, and

$$\hat r=\hat r_0-L^\dagger A\,s(TA)LL^\dagger r_0=\big[1-\hat A\,s(\hat A)\big]\hat r_0 .$$

As $s$ runs over its polynomials, $q(t)=1-t\,s(t)$ runs over all polynomials of degree at most $k$ with $q(0)=1$. Therefore

$$\|r_k\|_T=\min_{q(0)=1,\ \deg q\le k}\|q(\hat A)\hat r_0\| ,$$

and this holds for each positive definite preconditioner.

**Q.** Then show me the two steps, with their coefficients.

**A.** For the absolute-value $T$ choose the factor $M=C|\Lambda|^{-1/2}$, so that $T=MM^\dagger$ and

$$\hat A=M^\dagger AM=|\Lambda|^{-1/2}\Lambda|\Lambda|^{-1/2}=\Sigma .$$

The components of $\hat r_0$ are $c_i^\dagger r_0/|\lambda_i|^{1/2}$. Collect their squared moduli by sign,

$$w_\pm=\sum_{\pm\lambda_i>0}\frac{|c_i^\dagger r_0|^2}{|\lambda_i|},\qquad \|r_0\|_T^2=w_++w_- .$$

The diagonal matrix $q(\Sigma)$ multiplies each component by $q(1)$ or $q(-1)$, so $\|r_k\|_T^2=\min_q\,[q(1)^2w_++q(-1)^2w_-]$.

In step one, $q=1-\alpha t$. A real $\alpha$ suffices, since an imaginary part adds $(\mathrm{Im}\,\alpha)^2(w_++w_-)$. The function is

$$(1-\alpha)^2w_++(1+\alpha)^2w_-=(w_++w_-)(1+\alpha^2)-2\alpha(w_+-w_-).$$

Its derivative vanishes at $\alpha=(w_+-w_-)/(w_++w_-)$. Inserting $w_+-w_-=\alpha(w_++w_-)$ gives the minimum $(w_++w_-)(1-\alpha^2)$, and since $(w_++w_-)^2-(w_+-w_-)^2=4w_+w_-$,

$$x_1=x_0+\alpha Tr_0,\qquad \frac{\|r_1\|_T}{\|r_0\|_T}=\sqrt{1-\alpha^2}=\frac{2\sqrt{w_+w_-}}{w_++w_-}.$$

In step two, $q=1-t^2$ is admissible and vanishes at both $\pm1$, so the minimum is zero. Here $s(t)=t$, and

$$x_2=x_0+TATr_0=x_0+A^{-1}r_0=A^{-1}b .$$

The count is "at most two". For $r_0\ne0$ the first residual vanishes if and only if $w_+w_-=0$, that is, when $r_0$ has components of one sign alone. That covers each $r_0$ when $\sigma$ lies below the spectrum, where $T=A^{-1}$ and $\alpha=1$, or above it, where $T=-A^{-1}$ and $\alpha=-1$. At the other extreme, $w_+=w_-$, one has $\alpha=0$: the first step does not move, and the second still solves the system.

**Q.** A small $T$-norm of the residual may hide a large error in $x$. What is being minimised?

**A.** Let $e=A^{-1}b-x$, so $r=Ae$ and $\|r\|_T^2=e^\dagger ATAe$. Multiplying out with $C^\dagger SC=1$ twice, $ATA=SC\Lambda|\Lambda|^{-1}\Lambda C^\dagger S=SC|\Lambda|C^\dagger S$. Writing $e=Cy$ gives $\|r\|_T^2=\sum_i|\lambda_i||y_i|^2$: the error amplitude in each eigenstate is weighted by its energy distance from the shift. An error along a level $j$ close to $\sigma$ is weighted lightly: $\sum_i|y_i|^2\le\|r\|_T^2/|\lambda_j|$ when $|\lambda_j|$ is the smallest distance. So your concern is justified for the absolute error of an iteration stopped at a finite tolerance with $\sigma$ near a level, and for the relative error when the source has little weight on that level. If $x_0=0$ and the level dominates the solution, then $\|b\|_T^2\approx|c_j^\dagger b|^2/|\lambda_j|$ and $x^\dagger Sx\approx|c_j^\dagger b|^2/\lambda_j^2$ for $x=A^{-1}b$, so the relative error is at most about the relative residual. The concern does not touch step two, where $r_2=0$ and $A$ is invertible.

**Q.** And when $\sigma$ approaches an eigenvalue? The condition number of $A$ diverges.

**A.** The spectrum of $TA$ stays at $\pm1$ for each nonzero distance, so the count stays at two. The first step improves: if $\lambda_j\to0^-$ and $c_j^\dagger r_0\ne0$, then $w_-$ grows as $1/|\lambda_j|$ while $w_+$ stays finite, and the ratio above tends to $2\sqrt{w_+/w_-}\to0$. At $\lambda_j=0$ both $A^{-1}$ and $T$ cease to exist and the statement is void. In floating point "zero" means a rounding floor, which I report below for two shifts.

**Q.** "Ideal" claims a lower bound. Why can no cleverer positive matrix fold the negative eigenvalues over to $+1$?

**A.** Sylvester's law of inertia forbids it, and a dimension count proves the case needed. Let $T'=LL^\dagger$ be any positive definite matrix and $\hat A=L^\dagger AL$. On the span $V_-$ of the $p$ eigenvectors with $\lambda_i<0$, a vector $v=Cy\ne0$ has $v^\dagger Av=y^\dagger\Lambda y<0$. The space $L^{-1}V_-$ also has dimension $p$, and $u=L^{-1}v$ has $u^\dagger\hat Au=v^\dagger Av<0$. If $\hat A$ had fewer than $p$ negative eigenvalues, its eigenvectors with non-negative eigenvalues would span more than $n-p$ dimensions, and that span would share a nonzero vector $u$ with $L^{-1}V_-$, with $u^\dagger\hat Au$ both negative and non-negative. So there are at least $p$ negative eigenvalues. The same argument with signs reversed gives at least $n-p$ positive ones, and the total $n$ forces equality.

For $0<p<n$ pick orthonormal eigenvectors $u_\pm$ of $\hat A$ with eigenvalues $\mu_+>0>\mu_-$. The first step minimises

$$\|\hat r_0-\alpha\hat A\hat r_0\|^2=\|\hat r_0\|^2-2\alpha\,\hat r_0^\dagger\hat A\hat r_0+\alpha^2\|\hat A\hat r_0\|^2,$$

so $\alpha=\hat r_0^\dagger\hat A\hat r_0/\|\hat A\hat r_0\|^2$. For $\hat r_0=\sqrt{|\mu_-|}\,u_++\sqrt{\mu_+}\,u_-$ the numerator is $|\mu_-|\mu_++\mu_+\mu_-=0$. Each positive definite preconditioner thus has a right-hand side on which step one makes no progress. The worst-case count is at least two, and $T$ attains it. That is the sense of "ideal".

**Q.** Is it the unique matrix that does so?

**A.** It is not. Suppose $A=WJW^\dagger$ with invertible $W$ and $J=\mathrm{diag}(\pm1)$. Then $T'=(WW^\dagger)^{-1}=W^{-\dagger}W^{-1}$ is positive definite and $T'A=W^{-\dagger}JW^\dagger$, whose square is 1. Conversely, if $T'=LL^\dagger$ has $(T'A)^2=1$, then $\hat A$ is Hermitian with $\hat A^2=1$, so $\hat A=UJU^\dagger$ with unitary $U$, and $W=L^{-\dagger}U$ gives $A=WJW^\dagger$ and $WW^\dagger=L^{-\dagger}L^{-1}=T'^{-1}$. The choice $W=SC|\Lambda|^{1/2}$ gives $T$. A symmetric indefinite factorisation $A=NEN^\dagger$ with $N$ triangular up to a permutation of its rows, with block-diagonal $E=V\eta V^\dagger$ and diagonal $\eta$, gives $W=NV|\eta|^{1/2}$. Diagonalising the matrix $A$ while ignoring $S$ gives a third, the Euclidean absolute value. Even $\pm1$ is not required: scaling the positive terms of $T$ by $a>0$ and the negative terms by $a'>0$ moves the eigenvalues to $a$ and $-a'$, which $q=(1-t/a)(1+t/a')$ annihilates.

What singles out $T$ among the matrices with spectrum $\pm1$ is commutation with the Hamiltonian. On coefficient vectors the shifted Hamiltonian acts as $S^{-1}A$ and the preconditioner as $T'S$; their commutation, multiplied on the left by $S$, reads $AT'S=ST'A$. Write $T'=C\tau C^\dagger$ with $\tau=C^{-1}T'C^{-\dagger}$ positive definite. Then $AT'S=SC\Lambda\tau C^\dagger S$ and $ST'A=SC\tau\Lambda C^\dagger S$, so $\Lambda\tau=\tau\Lambda$. Also $T'A=C\tau\Lambda C^{-1}$, so $1=(\tau\Lambda)^2=\tau^2\Lambda^2$ and $\tau^2=\Lambda^{-2}$. An eigenvector of $\tau$ with eigenvalue $t>0$ is an eigenvector of $\Lambda^{-2}$ with eigenvalue $t^2$; its nonzero components have $|\lambda_i|^{-1}=t$, so $|\Lambda|^{-1}$ acts on it as $t$. The two matrices agree on a basis, and $\tau=|\Lambda|^{-1}$.

**Q.** All of this uses the eigenvectors. With them I would solve the system at once. Is the result empty?

**A.** As an algorithm it saves nothing: $A^{-1}=TAT$ shows that two applications of $T$ and one of $A$ are a full solve, so applying $T$ cannot cost much less than half of one. The result names what a cheap preconditioner should approximate. $T$ can, however, be written without eigenvectors. From $A-i\omega S=SC(\Lambda-i\omega)C^\dagger S$ the inverse is $R(\omega)=C(\Lambda-i\omega)^{-1}C^\dagger$. Since $1/(\lambda-i\omega)=(\lambda+i\omega)/(\lambda^2+\omega^2)$,

$$\frac{R-R^\dagger}{2i}=C\,\frac{\omega}{\Lambda^2+\omega^2}\,C^\dagger .$$

The arctangent integral gives $\int_0^\infty d\omega/(\lambda^2+\omega^2)=\pi/(2|\lambda|)$, and with $\omega=e^u$, $d\omega=\omega\,du$,

$$T=\frac{2}{\pi}\int_{-\infty}^{\infty}du\;\frac{R(e^u)-R(e^u)^\dagger}{2i}.$$

Up to the factor $2/\pi$, $T$ is the matrix $(R-R^\dagger)/2i$ integrated along the imaginary direction from $\sigma$ over $u=\ln\omega$, that is, with the weight $d\omega/\omega$. The $T$ in the example below was obtained from this integral by the trapezoidal rule and checked against the spectral form.

There is also a physical reading of $TA$. In a closed-shell mean-field model with $\sigma$ in the gap, $p$ is the number of occupied orbitals and $\Sigma=1-2\theta$, with $\theta_i=1$ for occupied and 0 for empty orbitals. The spin-summed density matrix is $D=2C\theta C^\dagger$, so

$$TA=C(1-2\theta)C^\dagger S=1-DS .$$

The preconditioned operator is the reflection that reverses the occupied space and fixes the empty space.

**Q.** Then what survives when I have just an approximation $\tilde T$?

**A.** Suppose $\delta_0\,v^\dagger Tv\le v^\dagger\tilde Tv\le\delta_1\,v^\dagger Tv$ for all $v$, with $0<\delta_0<\delta_1$. Factor $\tilde T=LL^\dagger$ and define $B=L^\dagger M^{-\dagger}$ with $M$ as before. For $v=M^{-\dagger}y$ one has $v^\dagger Tv=\|y\|^2$ and $v^\dagger\tilde Tv=\|By\|^2$, so $\|B\|^2\le\delta_1$ and $\|B^{-1}\|^2\le1/\delta_0$ in the spectral norm. Since $L^\dagger=BM^\dagger$,

$$\hat A=L^\dagger AL=B\,M^\dagger AM\,B^\dagger=B\Sigma B^\dagger .$$

With $\|\Sigma\|=1$ this gives $\|\hat A\|\le\delta_1$, and $\hat A^{-1}=B^{-\dagger}\Sigma B^{-1}$ gives $\|\hat A^{-1}\|\le1/\delta_0$. The eigenvalues $\mu$ of $\tilde TA$ therefore lie in $[-\delta_1,-\delta_0]\cup[\delta_0,\delta_1]$.

Expanding $\hat r_0$ in eigenvectors of $\hat A$ shows $\|q(\hat A)\hat r_0\|\le\max_\mu|q(\mu)|\,\|\hat r_0\|$, so any admissible $q$ bounds the residual. Choose a polynomial in $t^2$, which treats both intervals alike. The map $z(t)=(\delta_1^2+\delta_0^2-2t^2)/(\delta_1^2-\delta_0^2)$ sends both intervals into $[-1,1]$, where the Chebyshev polynomial $\mathcal C_k(\cos\vartheta)=\cos k\vartheta$ has modulus at most 1. Take $q(t)=\mathcal C_k(z(t))/\mathcal C_k(z(0))$, of degree $2k$ with $q(0)=1$. Put $\kappa=\delta_1/\delta_0$ and $\rho=(\kappa-1)/(\kappa+1)$. Then

$$\frac{\rho+\rho^{-1}}{2}=\frac{(\kappa-1)^2+(\kappa+1)^2}{2(\kappa^2-1)}=\frac{\kappa^2+1}{\kappa^2-1}=z(0).$$

The identity $\mathcal C_k\big((y+y^{-1})/2\big)=(y^k+y^{-k})/2$ is the definition for $y=e^{i\vartheta}$ and extends to all $y\neq0$ because both sides are Laurent polynomials in $y$. At $y=\rho$ it gives $\mathcal C_k(z(0))\ge\rho^{-k}/2$, hence

$$\|r_{2k}\|_{\tilde T}\le2\rho^k\,\|r_0\|_{\tilde T}.$$

As $\kappa\to1$, $\rho\to0$ and the two-step result returns at $k=1$. For large $\kappa$, $\ln(1/\rho)\approx2/\kappa$ to leading order, so the bound grants a factor $1/e$ per $\kappa$ steps. Mere orthogonalisation is the case $\tilde T=S^{-1}=CC^\dagger$: with $g=C^\dagger v$ the two forms are $\sum|g_i|^2$ and $\sum|g_i|^2/|\lambda_i|$, so $\delta_0=\min|\lambda_i|$ and $\delta_1=\max|\lambda_i|$.

**Q.** Put numbers on it, for a spectrum with deep core levels.

**A.** Take HCl at a round bond length of 2.40 bohr, roughly the equilibrium value, in restricted Hartree–Fock with the cc-pVTZ basis. The model omits correlation and relativity and has a finite basis, and its orbital energies are not measured levels; the digits are kept to follow the arithmetic and are not converged in the basis. In cc-pVQZ and aug-cc-pVTZ the HOMO moves by 0.002 and 0.004 Ry, the LUMO falls from 0.251 to 0.213 and 0.059 Ry, and the highest level, a product of the basis, becomes 48.5 and 15.1 Ry. $H$ is the converged Fock matrix, $n=48$ and $p=9$. The levels run from $-209.69$ to $12.58$ Ry, with the HOMO at $-0.95107$ Ry and the LUMO at $0.25118$ Ry. The mid-gap shift is $\sigma=(-0.95107+0.25118)/2=-0.34995$ Ry $=-4.761$ eV. Then $\min|\lambda|=0.60113$ Ry, $\max|\lambda|=209.3412$ Ry, and their ratio is 348.2. The values of the main example appear in the numerical output that follows this text; the comparison values for other bases, shifts, sources, guesses and orderings are quoted in the text only.

$TA$ has 9 eigenvalues at $-1$ and 39 at $+1$, the largest deviation of a modulus from 1 being $1.1\times10^{-13}$, and its trace is $39-9=30$. It agrees with $1-DS$, with $D$ from the self-consistent cycle, to $1.5\times10^{-9}$ in the largest matrix element.

Start from $x_0=0$ with $b=Se$, where $e$ selects the first hydrogen $s$ basis function $\chi$, so that $c_i^\dagger b$ is the overlap of orbital $i$ with $\chi$. The mean-field local Green's function is

$$G(\sigma)=\sum_i\frac{|c_i^\dagger b|^2}{\sigma-\varepsilon_i}=-b^\dagger A^{-1}b=w_--w_+ .$$

The weights are $w_+=0.368027$ and $w_-=0.380952$ Ry$^{-1}$. Hence $\alpha=-0.012925/0.748978=-0.017257$, and the relative residual after step one is $\sqrt{1-0.017257^2}=0.999851$. After step two it is $5.4\times10^{-14}$, and $G=-b^\dagger x_2=0.0129$ Ry$^{-1}=9.5\times10^{-4}$ eV$^{-1}$. This $G$ is a small difference and depends on the basis in its first digit: with the same $\chi$ and $\sigma$ it is 0.0086 Ry$^{-1}$ in cc-pVQZ and 0.0083 Ry$^{-1}$ in aug-cc-pVTZ. The iterates came from a least-squares minimisation over the Krylov space, with no use of the formulas for $\alpha$ or $x_2$. They were tested against those formulas, against a direct solve, and against a standard short-recurrence MINRES routine. The step formulas also passed for random right-hand sides and for a random complex Hermitian $H$ and $S$.

**Q.** A first step that removes almost nothing looks like a fault.

**A.** It follows from the formula. Here $\alpha=-G/(w_++w_-)$, so step one is ineffective where $G$ is small compared with $w_++w_-$. The derivative $dG/d\sigma=-\sum_i|c_i^\dagger b|^2/(\sigma-\varepsilon_i)^2$ is negative, and $G$ runs from $+\infty$ just above the highest occupied level that overlaps $\chi$ to $-\infty$ just below the lowest empty one that does. It crosses zero once between them, and there the first step stalls. At mid-gap $G$ is 1.7 per cent of $w_++w_-$, with occupied and empty contributions nearly cancelling. The source $b=S(c_{\rm HOMO}+c_{\rm LUMO})$ stalls fully, since $\lambda_{\rm HOMO}=-\lambda_{\rm LUMO}$ at mid-gap: $b^\dagger A^{-1}b=-4.4\times10^{-16}$ Ry$^{-1}$, and the residuals are $1.000000$ and $3.1\times10^{-14}$. A stopping rule based on the gain of a single step would quit here one step before the solution. For the opposite limit, a shift $10^{-3}$ Ry above the HOMO and a random $b$ give $0.3584$ and then $7.0\times10^{-14}$. The rounding floor depends on the source and, close to the level, grows roughly as the inverse distance: for another, fixed random $b$ it is about $5\times10^{-14}$ at mid-gap and $4\times10^{-13}$, $3\times10^{-10}$ and $3\times10^{-7}$ at $10^{-3}$, $10^{-6}$ and $10^{-9}$ Ry above the HOMO. One-step convergence was tested for a shift below the spectrum and for a source in the occupied space, and the inertia and the stall for a random positive definite preconditioner.

The rival two-step preconditioners also passed the tests for spectrum $\pm1$ and for a vanishing second residual. In the Frobenius norm relative to $\|T\|$, the triangular one differs from $T$ by 0.122 and the Euclidean one by 0.014. Their commutators $\|AT'S-ST'A\|/\|AT'S\|$ are 0.695 and 0.269, against $8.3\times10^{-14}$ for $T$. The sizes of these numbers depend on the representation: the triangular pair 0.122 and 0.695 becomes 0.561 and 1.271 when the factorisation is run from the other end, and the Euclidean distance 0.014 becomes 0.140 when both matrices are taken in the Löwdin-orthogonalised frame.

**Q.** And an approximate $\tilde T$ that is known before self-consistency?

**A.** Build the same absolute-value inverse, at the same $\sigma$, from the Fock matrix of the initial guess of superposed atomic densities projected from a minimal basis, whose HOMO and LUMO are at $-0.90445$ and $0.15981$ Ry. The extreme eigenvalues of $\tilde Tv=\delta Tv$ are $\delta_0=0.8975$ and $\delta_1=1.2922$, so $\kappa=1.2922/0.8975=1.4398$ and $\rho=0.4398/2.4398=0.1803$. The spectrum of $\tilde TA$ occupies $[-1.0840,-0.9020]$ and $[0.9536,1.2896]$, inside the allowed intervals. If the two Fock matrices shared eigenvectors, the eigenvalues would be $\lambda_i/|\tilde\lambda_i|$. For the HOMO that is $-0.60113/(0.90445-0.34995)=-1.084$, which matches the lower edge; that the edge belongs to the HOMO is a conjecture from this match.

For the hydrogen source the residuals relative to $\|r_0\|_{\tilde T}$ are:

| step | residual | bound $2\rho^k$ |
|---|---|---|
| 2 | $1.83\times10^{-1}$ | $3.61\times10^{-1}$ |
| 4 | $1.03\times10^{-2}$ | $6.50\times10^{-2}$ |
| 6 | $3.58\times10^{-4}$ | $1.17\times10^{-2}$ |
| 8 | $1.43\times10^{-6}$ | $2.11\times10^{-3}$ |
| 10 | $9.19\times10^{-9}$ | $3.81\times10^{-4}$ |

The tolerance $10^{-8}$ is met in 10 steps, while $2\rho^k\le10^{-8}$ first holds at $2k=24$. The bound holds at each even step, within a factor of two at step 2 and looser afterwards. It must cover eigenvalues anywhere in both intervals, whereas MINRES needs $q$ small at the actual eigenvalues that carry weight; I conjecture that this accounts for the growing margin. The value of $\kappa$ belongs to this guess and this shift. A superposition of self-consistent atomic densities gives $\kappa=1.52$ and 12 steps. With the first guess $\kappa$ rises near a level of either Fock matrix, to 14 at $\sigma=-0.90$ Ry, 57 at $10^{-3}$ Ry above the HOMO and 124 at $\sigma=0.25$ Ry. The bound then says little, although the observed count in this basis stays between 11 and 14.

With $\tilde T=S^{-1}$, where $\kappa=348.2$, the count to $10^{-8}$ in the $S^{-1}$-norm is 19. The Chebyshev bound says nothing useful there, since it grants $1/e$ in about 348 steps while $n$ is 48. The finite dimension ends the iteration: a polynomial with a zero at each eigenvalue that carries weight annihilates the residual. The source is symmetric about the molecular axis, and the contracted sets $5s4p2d1f$ on chlorine and $3s2p1d$ on hydrogen, which add up to the 48 functions, contain one axially symmetric function per shell, 18 in all. Exact arithmetic would stop by step 18, so the observed 19 is one more than exact arithmetic allows. My conjecture for the mechanism is that rounding noise in the other symmetry classes enters the Krylov vectors as the symmetric space is used up. The counts 19 and 10 refer to residuals in different norms, and since exact arithmetic stops by step 18 even with $\tilde T=S^{-1}$, this small basis limits the gain that can be seen. The bound $2\rho^k$ contains $\kappa$ and not $n$, so in a larger basis it keeps its force as long as $\tilde T$ keeps $\kappa$ near its present size, a condition that has to be checked case by case.

## Computed results

```
1 Ry = 13.605693 eV
HCl RHF/cc-pVTZ, bond length = 2.40 bohr
basis size n = 48, levels below shift p = 9
total energy = -920.213693 Ry
lowest level = -209.6912 Ry, highest = 12.5761 Ry
HOMO = -0.95107 Ry, LUMO = 0.25118 Ry
shift sigma = -0.34995 Ry = -4.761 eV
half gap min|lam| = 0.60113 Ry
max|lam| = 209.3412 Ry
max|lam|/min|lam| = 348.2
eigenvalues of TA: 9 at -1, 39 at +1
max deviation from +-1 = 1.1e-13
trace TA = 30.000000
max |TA - (1 - DS)| = 1.5e-09
w+ = 0.368027 1/Ry, w- = 0.380952 1/Ry
w+ + w- = 0.748978 1/Ry, w+ - w- = -0.012925 1/Ry
alpha = -0.017257
relative residual, step 1 = 0.999851
relative residual, step 2 = 5.4e-14
G_H1s(sigma) = 0.012925 1/Ry = 0.000950 1/eV
HOMO+LUMO source: b.A^-1.b = -4.4e-16 1/Ry
HOMO+LUMO source: residuals 1.000000, 3.1e-14
shift 1e-03 Ry above HOMO: residuals 0.3584, 7.0e-14
relative commutator for T = 8.3e-14
LDL: |T'-T|/|T| = 0.122, commutator = 0.695
Euclid: |T'-T|/|T| = 0.014, commutator = 0.269
guess Fock: HOMO = -0.90445 Ry, LUMO = 0.15981 Ry
d0 = 0.8975, d1 = 1.2922, kappa = 1.4398, rho = 0.1803
negative spectrum of Tt A: [-1.0840, -0.9020]
positive spectrum of Tt A: [0.9536, 1.2896]
guess T, step 2: residual 1.83e-01, bound 3.61e-01
guess T, step 4: residual 1.03e-02, bound 6.50e-02
guess T, step 6: residual 3.58e-04, bound 1.17e-02
guess T, step 8: residual 1.43e-06, bound 2.11e-03
guess T, step 10: residual 9.19e-09, bound 3.81e-04
steps to 1e-08: exact T 2, guess T 10, bound 24
steps to 1e-08 with T = S^-1: 19
```
